\section*{Chebyshev and Lanczos evaluation of the exponential in real-time Kohn--Sham steps, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

The option \texttt{exponential} selects how $e^{-iH\Delta t}v$ is evaluated inside a real-time Kohn--Sham step. Hartree atomic units are used. $H$ is a Hermitian matrix, held fixed during the step, with all eigenvalues in $[E_-,E_+]$, and $\|v\|=1$, so every error below is the Euclidean norm of the error vector relative to an orbital of unit norm. Define
\begin{equation}
c=\tfrac12(E_++E_-),\quad a=\tfrac12(E_+-E_-),\quad X=\frac{H-c}{a},\quad R=a\,\Delta t .
\end{equation}
The setting \texttt{chebyshev} keeps $N$ terms of
\begin{equation}
e^{-iH\Delta t}=e^{-ic\Delta t}\sum_{n=0}^{\infty}(2-\delta_{n0})(-i)^nJ_n(R)\,T_n(X),
\label{cheb}
\end{equation}
and for $N>R$ its error is at most
\begin{equation}
E(N)=\frac{2\,e^{R\sinh\alpha-N\alpha}}{1-e^{-\alpha}},\qquad \cosh\alpha=\frac NR .
\label{EN}
\end{equation}
The decay does not set in abruptly at $N=R$: the exponential factor of $E(N)$ decays at the rate $\alpha$ per added term, and $\alpha$ starts from zero there. The exponential in $E(N)$ first falls as $\exp[-\tfrac{2\sqrt2}{3}(N-R)^{3/2}/\sqrt R]$ through a transition whose width grows as $R^{1/3}$, and its logarithm goes over into $N\ln(eR/2N)$ for $N\gg R$. For large $R$ and $N/R$ fixed below one, no polynomial of degree below $N$ is accurate on the whole interval. The setting \texttt{lanczos} with $m$ vectors has error at most $2E(m)$, needs no spectral bounds, and supplies a computable error bound. It can need fewer applications of $H$ when $v$ has little weight in part of the spectrum, and it pays with $2m$ inner products and $m$ stored vectors.

\section{Where the exponential enters}

The Kohn--Sham Hamiltonian depends on time through the density. Assume an adiabatic functional and a smooth time dependence, and write $H(t_m+s)=H_0+sH_1+O(s^2)$ about the midpoint $t_m$ of the step. Iterating the integral form of $i\dot U=HU$ twice gives
\begin{equation}
U=1-i\int H(s)\,ds-\iint_{s_1>s_2}H(s_1)H(s_2)\,ds_1ds_2+O(\Delta t^3),
\end{equation}
with $s\in[-\Delta t/2,\Delta t/2]$. The term $sH_1$ is odd and integrates to zero, so the single integral is $\Delta t\,H_0+O(\Delta t^3)$. The double integral covers a triangle of area $\Delta t^2/2$ and equals $\tfrac12\Delta t^2H_0^2+O(\Delta t^3)$. These are the first terms of $e^{-iH_0\Delta t}$, so the exponential midpoint rule has local error $O(\Delta t^3)$. A predictor that advances half a step with the initial Hamiltonian gives orbitals, and hence $H_0$, with error $O(\Delta t^2)$; multiplied by $\Delta t$ this is again $O(\Delta t^3)$. This freezing error is independent of the error of the exponential, which is the subject of the rest.

\section{The Chebyshev expansion}

Define the Bessel function by
\begin{equation}
J_n(R)=\frac1{2\pi}\int_0^{2\pi}e^{i(R\sin\theta-n\theta)}\,d\theta ,
\label{Jdef}
\end{equation}
which states that $e^{iR\sin\theta}=\sum_{n\in\mathbb Z}J_ne^{in\theta}$. The substitution $\theta\to-\theta$ turns the integral into its complex conjugate, so $J_n$ is real. The substitution $\theta\to\pi-\theta$ in $J_{-n}$ leaves $\sin\theta$ unchanged and turns $e^{in\theta}$ into $(-1)^ne^{-in\theta}$, so $J_{-n}=(-1)^nJ_n$. Replacing $\theta$ by $\theta-\pi/2$ in the Fourier series, with $\sin(\theta-\pi/2)=-\cos\theta$ and $e^{-in\pi/2}=(-i)^n$, gives
\begin{equation}
e^{-iR\cos\theta}=\sum_{n\in\mathbb Z}(-i)^nJ_ne^{in\theta}=J_0+2\sum_{n\ge1}(-i)^nJ_n\cos n\theta .
\end{equation}
The last step pairs $n$ with $-n$, whose coefficients agree because $(-i)^{-n}J_{-n}=i^n(-1)^nJ_n=(-i)^nJ_n$. The Chebyshev polynomials are defined by $T_n(\cos\theta)=\cos n\theta$. Every eigenvalue of $X$ lies in $[-1,1]$ and can be written $\cos\theta$, so the identity holds in the eigenbasis of $X$; with $H\Delta t=c\Delta t+RX$ it is Eq.~\eqref{cheb}. The identity $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$ gives the recurrence for $\phi_n=T_n(X)v$,
\begin{equation}
\phi_0=v,\quad\phi_1=Xv,\quad\phi_{n+1}=2X\phi_n-\phi_{n-1},
\end{equation}
so $N$ terms cost $N-1$ applications of $H$. Since $|\cos n\theta|\le1$, $\|\phi_n\|\le1$, and the error after $N$ terms is at most $2\sum_{n\ge N}|J_n(R)|$.

\section{Convergence beyond order $R$}

The integrand of Eq.~\eqref{Jdef} is entire and $2\pi$-periodic in $\theta$. The path may therefore be moved to $\theta-i\alpha$ with $\alpha\ge0$: by Cauchy's theorem the change is the sum of two vertical segments, which cancel by periodicity. On the new path $e^{-in(\theta-i\alpha)}=e^{-in\theta}e^{-n\alpha}$ and $\sin(\theta-i\alpha)=\sin\theta\cosh\alpha-i\cos\theta\sinh\alpha$, so the modulus of the integrand is $e^{R\cos\theta\sinh\alpha-n\alpha}$ and
\begin{equation}
|J_n(R)|\le e^{R\sinh\alpha-n\alpha}\qquad\text{for every }\alpha\ge0 .
\label{contour}
\end{equation}
The exponent has derivative $R\cosh\alpha-n$. For $n\le R$ this is never negative, the best choice is $\alpha=0$, and the bound is only $|J_n|\le1$. For $n>R$ the derivative vanishes at $\cosh\alpha=n/R$, a minimum because the second derivative $R\sinh\alpha$ is positive. There $R\sinh\alpha=n\tanh\alpha$ and $|J_n|\le e^{-n(\alpha-\tanh\alpha)}<1$. This is the origin of the threshold at order $R$. For the tail, keep the $\alpha$ that belongs to $n=N$ for all $n\ge N$; the sum of $e^{-n\alpha}$ is geometric, $e^{-N\alpha}/(1-e^{-\alpha})$, and Eq.~\eqref{EN} follows.

\subsection*{Just above the threshold}

Let $d=N-R\ll R$. From $\cosh\alpha\approx1+\alpha^2/2=1+d/R$ follows $\alpha\approx\sqrt{2d/R}$, and $\alpha-\tanh\alpha\approx\alpha^3/3$. To leading order in $d/R$,
\begin{equation}
N(\alpha-\tanh\alpha)\approx\frac R3\Big(\frac{2d}R\Big)^{3/2}=\frac{2\sqrt2}3\frac{d^{3/2}}{\sqrt R}.
\end{equation}
Setting this equal to $\Lambda=\ln(1/\varepsilon)$ for a tolerance $\varepsilon$, and using $(2\sqrt2)^{2/3}=2$,
\begin{equation}
N-R\approx\tfrac12(3\Lambda)^{2/3}R^{1/3}.
\label{excess}
\end{equation}
This is an estimate: it drops all prefactors. The following orders give a maximum error of $10^{-8}$ on $[-1,1]$; ``needed'' is measured on a dense grid of $\theta$, and ``a priori'' is the first $N$ with $E(N)\le\varepsilon$.
\begin{center}
\begin{tabular}{rrrrr}
$R$ & needed & a priori & needed $-R$ & Eq.~\eqref{excess}\\
100 & 132 & 136 & 32 & 33.7\\
800 & 862 & 872 & 62 & 67.3\\
6400 & 6522 & 6546 & 122 & 134.7
\end{tabular}
\end{center}
The measured exponent is $\ln(122/62)/\ln8=0.326$, and the program tests it against $1/3$. The a priori order exceeds $R$ plus the estimate mainly because the prefactor $2/(1-e^{-\alpha})$ is larger than one. It exceeds the needed order partly because Eq.~\eqref{contour} replaces the modulus by its maximum. Near $\theta=0$ the modulus is a Gaussian, $e^{-R\sinh\alpha\,\theta^2/2}$ times its peak, whose average over the circle is $(2\pi R\sinh\alpha)^{-1/2}$ when $R\sinh\alpha\gg1$. On this path the phase is $R\cosh\alpha\sin\theta-n\theta=n(\sin\theta-\theta)\approx-n\theta^3/6$. Where this is small over the width $(R\sinh\alpha)^{-1/2}$ of the Gaussian, as in the case below, there is little cancellation and the averaged modulus estimates $|J_n|$ itself. For $R=50$, $n=70$, $R\sinh\alpha=\sqrt{70^2-50^2}\approx49$ and $\sqrt{2\pi\cdot49}\approx17.5$, close to the ratio of bound to value, $8.284\times10^{-6}/4.694\times10^{-7}=17.6$.

\subsection*{Far above the threshold}

Choose $e^\alpha=2n/R$ in Eq.~\eqref{contour}, allowed for $n\ge R/2$. Then $R\sinh\alpha\le Re^\alpha/2=n$ and
\begin{equation}
|J_n(R)|\le\Big(\frac{eR}{2n}\Big)^n .
\end{equation}
For $n\gg R$ this choice approaches the optimal one, since $\cosh\alpha\approx e^\alpha/2$. At the optimum $R\sinh\alpha=\sqrt{n^2-R^2}\approx n-R^2/2n$ and $\alpha\approx\ln(2n/R)-R^2/4n^2$, so the optimal exponent is $n\ln(eR/2n)-R^2/4n$: the logarithms of the two bounds agree to leading order for $n\gg R$, the bounds themselves only for $n\gg R^2/4$. The base $eR/2n$ itself tends to zero, so the decay is faster than any geometric sequence. The power series shows that this rate is real. With $t=e^{i\theta}$, $e^{iR\sin\theta}=e^{Rt/2}e^{-R/2t}$, and the coefficient of $t^n$ in the product of the two exponential series is
\begin{equation}
J_n=\frac{(R/2)^n}{n!}\sum_{k\ge0}\frac{(-1)^k(R/2)^{2k}\,n!}{k!\,(n+k)!}.
\label{series}
\end{equation}
For $n\gg R^2/4$ the sum tends to one and $J_{n+1}/J_n\to R/(2n+2)$. The sum is also the average of $\cos Ru$ over $u\in[-1,1]$ with weight $(1-u^2)^{n-1/2}$. The substitution $w=u^2$ gives the moments as ratios of beta functions,
\begin{equation}
\langle u^{2k}\rangle=\frac{\Gamma(k+\frac12)\,n!}{\Gamma(\frac12)\,(n+k)!}=\frac{(2k)!}{4^kk!}\frac{n!}{(n+k)!},
\end{equation}
and inserting them in $\sum_k(-1)^kR^{2k}\langle u^{2k}\rangle/(2k)!$ reproduces the sum in Eq.~\eqref{series}. An average of a cosine has modulus at most one, so $|J_n|\le(R/2)^n/n!$. By Stirling's formula this bound drops below one only near $n\approx eR/2$, so it misses the threshold at $R$. For $R=50$, $n=60$ it is $90$, while the contour bound is $1.5\times10^{-2}$ and $|J_{60}|=1.0\times10^{-3}$. It should not be used to set $N$ when $R$ is large.

\section{Well below order $R$ no polynomial is accurate}

Let $f(x)=e^{-iRx}$ and $\|g\|_w^2=\pi^{-1}\int_0^\pi|g(\cos\theta)|^2d\theta$. This is an average, so $\sup|g|\ge\|g\|_w$. The $T_n$ are orthogonal in this norm, with $\|T_0\|_w^2=1$ and $\|T_n\|_w^2=\frac12$. A polynomial $p$ of degree below $N$ is a combination of $T_0,\dots,T_{N-1}$ and leaves the higher coefficients of $f-p$ equal to those of $f$, each contributing $4J_n^2\cdot\frac12$. With $\|f\|_w^2=1=J_0^2+2\sum_{n\ge1}J_n^2$,
\begin{equation}
\sup_{[-1,1]}|f-p|\ge L(N),\qquad L^2=2\sum_{n\ge N}J_n^2=1-J_0^2-2\sum_{n=1}^{N-1}J_n^2 .
\label{lower}
\end{equation}
The $J_n^2$, $n\in\mathbb Z$, form a probability distribution, and $L^2$ is the probability of $|n|\ge N$. Multiplying the Fourier series of $e^{iR\sin(\theta+\varphi)}$ by that of $e^{-iR\sin\theta}$ and averaging over $\theta$ gives its characteristic function,
\begin{equation}
\sum_nJ_n^2e^{in\varphi}=\frac1{2\pi}\int_0^{2\pi}e^{2iR\sin(\varphi/2)\cos(\theta+\varphi/2)}d\theta=J_0\big(2R\sin\tfrac\varphi2\big),
\end{equation}
where $\sin(\theta+\varphi)-\sin\theta=2\sin\frac\varphi2\cos(\theta+\frac\varphi2)$ was used and a shift of $\theta$ turns the cosine into the sine of Eq.~\eqref{Jdef}. With $\varphi=s/R$ and $R\to\infty$ the right side tends to $J_0(s)$, the characteristic function of $\cos\theta$ for uniform $\theta$. By L\'evy's continuity theorem $n/R$ tends to that distribution. The condition $|\cos\theta|\ge\rho$ holds on four arcs of length $\arccos\rho$ out of $2\pi$, so
\begin{equation}
L^2\to\frac2\pi\arccos\frac NR\qquad(R\to\infty,\ N/R<1\text{ fixed}).
\end{equation}
At $R=6400$, $N=3200$ both sides are $0.6667$. At $R=50$, $N=40$, $L=0.66$, and the truncated series and the interpolating polynomial have maximum errors $1.20$ and $2.16$. The statement concerns the whole interval. A particular vector with weight in only part of the spectrum is not bound by it, and this is the freedom that the Krylov method uses.

\section{The Krylov approximation}

The Lanczos recurrence starts from $v_1=v$, $\beta_0=0$:
\begin{equation}
\beta_jv_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1},\qquad\alpha_j=v_j^\dagger Hv_j ,
\end{equation}
with $\beta_j>0$ fixed by $\|v_{j+1}\|=1$; if $\beta_j=0$ the subspace is invariant and the result is exact. Three terms suffice for orthogonality because $v_k^\dagger Hv_j=(Hv_k)^\dagger v_j$ and $Hv_k$ lies in the span of $v_1,\dots,v_{k+1}$: the overlap is zero for $k<j-1$ and $\beta_{j-1}$ for $k=j-1$. With $V=(v_1,\dots,v_m)$ and the real tridiagonal matrix $\mathcal T_m$ of the $\alpha_j$ and $\beta_1,\dots,\beta_{m-1}$,
\begin{equation}
HV=V\mathcal T_m+\beta_mv_{m+1}e_m^{T},\qquad\psi_m=Ve^{-i\Delta t\mathcal T_m}e_1 ,
\label{lan}
\end{equation}
where $e_j$ are unit vectors of dimension $m$, and $\mathcal T_m=V^\dagger HV$.

\subsection*{A priori bound}

Suppose $H^kv=V\mathcal T_m^ke_1$, true for $k=0$. Equation~\eqref{lan} gives $H^{k+1}v=V\mathcal T_m^{k+1}e_1+\beta_mv_{m+1}\,e_m^T\mathcal T_m^ke_1$. A tridiagonal matrix moves an index by at most one, so $e_m^T\mathcal T_m^ke_1$ is zero for $k<m-1$ and equals $\beta_1\cdots\beta_{m-1}$ for $k=m-1$. Hence $p(H)v=Vp(\mathcal T_m)e_1$ for every $p$ of degree below $m$, and
\begin{equation}
H^mv=V\mathcal T_m^me_1+\beta_1\cdots\beta_m\,v_{m+1}.
\label{degm}
\end{equation}
An eigenvalue of $\mathcal T_m$ with unit eigenvector $y$ is the expectation value $(Vy)^\dagger H(Vy)$ and lies in $[E_-,E_+]$. For $F(\lambda)=e^{-i\lambda\Delta t}$, subtracting the exactness relation gives
\begin{equation}
F(H)v-\psi_m=(F-p)(H)v-V(F-p)(\mathcal T_m)e_1 ,
\end{equation}
and each term has norm at most $\sup|F-p|$ on the interval. Taking for $p$ the $m$-term Chebyshev sum, the error is at most $2E(m)$ for $m>R$. The interval need not be known to run the method.

Because $V$ has orthonormal columns and $e^{-i\Delta t\mathcal T_m}$ is unitary and commutes with $\mathcal T_m$, $\|\psi_m\|=1$ and $\psi_m^\dagger H\psi_m=e_1^T\mathcal T_me_1=v^\dagger Hv$ at any $m$. Norm and energy are therefore no evidence of convergence for this setting.

\subsection*{Computable bound}

Let $\psi_m(s)=Ve^{-is\mathcal T_m}e_1$ and $\delta_m(s)=e_m^Te^{-is\mathcal T_m}e_1$. Using Eq.~\eqref{lan} for $V\mathcal T_m$, $i\dot\psi_m=H\psi_m-\beta_m\delta_mv_{m+1}$. The error $\eta=e^{-iHs}v-\psi_m$ obeys $i\dot\eta=H\eta+\beta_m\delta_mv_{m+1}$ with $\eta(0)=0$, which is solved by
\begin{equation}
\eta(\Delta t)=-i\beta_m\int_0^{\Delta t}e^{-iH(\Delta t-s)}v_{m+1}\,\delta_m(s)\,ds .
\end{equation}
The exponential is unitary, so
\begin{equation}
\|\eta\|\le D_m=\beta_m\int_0^{\Delta t}|\delta_m(s)|\,ds .
\label{defect}
\end{equation}
$D_m$ needs only the small matrix, and $D_m\le\varepsilon$ is the stopping rule. The derivation used the recurrence and $\|v_{m+1}\|=1$ but not orthogonality, so it applies, up to rounding in the recurrence, without reorthogonalisation.

Equation~\eqref{defect} can be applied to $\mathcal T_m$ itself, with start vector $e_1$ and the subspace $e_1,\dots,e_{m-1}$. That approximation has no component along $e_m$, so $|\delta_m(s)|$ is at most its error, $|\delta_m(s)|\le\beta_{m-1}\int_0^s|\delta_{m-1}|$. With $|\delta_1|=1$, repeated integration gives $|\delta_m(s)|\le\beta_1\cdots\beta_{m-1}s^{m-1}/(m-1)!$ and
\begin{equation}
D_m\le\beta_1\cdots\beta_m\,\frac{\Delta t^m}{m!}.
\label{prod}
\end{equation}
For a monic polynomial $q$ of degree $m$, Eq.~\eqref{degm} and exactness give $q(H)v=Vq(\mathcal T_m)e_1+\beta_1\cdots\beta_mv_{m+1}$, two orthogonal pieces. The first vanishes for the characteristic polynomial of $\mathcal T_m$ by the Cayley--Hamilton theorem, so $\beta_1\cdots\beta_m=\min_q\|q(H)v\|$. The recurrence doubles the leading coefficient of $T_n$ at each order, giving $2^{m-1}$, so $q=2(a/2)^mT_m(X)$ is monic in $H$ and
\begin{equation}
\beta_1\cdots\beta_m\le2(a/2)^m,\qquad\|\eta\|\le2\,\frac{(R/2)^m}{m!}.
\end{equation}
The minimising $q$ places its zeros where $v$ has weight and may be large where $v$ has almost none. The product can then lie far below $(a/2)^m$, which lowers the bound~\eqref{prod} for such vectors. For fixed $m$ and $\Delta t\to0$ that bound is the leading term of the error, because $\delta_m(s)$ starts as $(-is)^{m-1}\beta_1\cdots\beta_{m-1}/(m-1)!$, so the product accounts for the Krylov gain at small $R$; at large $R$ the bound is not sharp and does not fix the size of the gain.

The Chebyshev error bound decays once $N$ exceeds $R$, through a transition whose width grows as $R^{1/3}$, and the Lanczos error is bounded by $2E(m)$ for $m>R$ and by the computable $D_m$. What remains is a vector for which the Krylov method has the same threshold, then spectral bounds and cost, a worked example, and the choice of settings.
